Dipolar and quadrupolar mean-field order in a cubic triplet

**The decision: which order to seed**

A self-consistent mean-field calculation for a rare-earth ion needs a starting state. On cooling one may seed the paramagnet with a small moment, a large moment, or a quadrupole without a moment. A small moment suffices if magnetism grows continuously, provided it does not lie exactly on a hard axis, where symmetry holds the iteration on a saddle. It misses the true transition if the moment jumps, and it tests the wrong order if a quadrupole appears first. The choice depends on the ratio r of quadrupolar to dipolar coupling.

For an isolated cubic triplet the boundaries are r = 1/6 and r = 1/3. Magnetic ordering is continuous up to the first, first order between them, and absent above the second, where quadrupolar order takes its place. One might expect magnetism to follow at lower temperature; in this model it does not.

**Conventions**

A cubic field leaves J = 1 unsplit, so its three states form a cubic triplet with pseudo-spin S = 1. Let m = ⟨S⟩, and define five quadrupoles:

Q₁ = 3S_z² − 2, Q₂ = √3(S_x² − S_y²)

Q₃ = √3(S_xS_y + S_yS_x), and Q₄, Q₅ likewise for yz and zx.

The first two belong to Γ3, the last three to Γ5. The traces are Tr S_aS_b = 2δ_ab, Tr Q_iQ_j = 6δ_ij and Tr S_aQ_i = 0. The value of r depends on this normalization.

For uniform order the mean-field energy per ion is −E, with

E = (A/2)m² + (B3/2)|Q_Γ3|² + (B5/2)|Q_Γ5|², A > 0.

Here Q also denotes expectation values. Each constant is the pair coupling summed over all neighbours, and the factor 1/2 prevents double counting. Cubic symmetry forbids Γ3–Γ5 mixing, and time reversal forbids dipole–quadrupole terms. Put B = max(B3, B5) and r = B/A. In the algebra T stands for kT, an energy.

For a one-ion density matrix ρ, the free energy relative to disorder (ρ = 1/3) is

F = T D − E, D = ln 3 + Tr ρ ln ρ ≥ 0.

D is the entropy lost per ion, in units of k. An ordered state beats disorder when T < E/D, so the ordering temperature is the supremum of E/D over all ρ ≠ 1/3.

**Simple case: dipole and quadrupole on one axis**

Take B3 = B > 0, m along z and q = ⟨Q₁⟩. The states S_z = 1, 0, −1 have weights proportional to exp(y + x), exp(−2y), exp(y − x). Self-consistency requires x = Am/T and y = Bq/T. Consider

G(x,y) = Tx²/(2A) + Ty²/(2B) − ln(Z/3), Z = 2eʸ cosh x + e⁻²ʸ.

For the state with these weights, Tr ρ ln ρ = xm + yq − ln Z. Hence

G − F/T = (T/2A)(x − Am/T)² + (T/2B)(y − Bq/T)² ≥ 0.

G equals F/T at self-consistency, and a negative G anywhere proves that F is negative there.

Near a continuous transition y is of order x². To order x⁴,

Z/3 = (1/3)[2(1 + y + y²/2)(1 + x²/2 + x⁴/24) + 1 − 2y + 2y²]
= 1 + x²/3 + y² + x²y/3 + x⁴/36.

The logarithm subtracts (x²/3)²/2 = x⁴/18, so

G = (T/2A − 1/3)x² + (T/2B − 1)y² − x²y/3 + x⁴/36.

The x² coefficient vanishes at T_C = 2A/3. There T/(2B) = 1/(3r), and with a = 1/(3r) − 1 > 0, that is r < 1/3, the minimum over y lies at y = x²/(6a). Then G = c4 x⁴ with

c4 = (1/36)(1 − 1/a) = (1/36)[1 − 3r/(1 − 3r)].

This is zero at r = 1/6. The induced quadrupole lowers the energy of a moment, and above this ratio it outweighs the positive quartic term of the bare spin.

A check on the continuous side: just below T_C the x² coefficient is −(1/3)(1 − T/T_C), so minimization gives

x² = (1 − T/T_C)/(6c4), m = Tx/A.

For r = 0.10, c4 = 0.015873. With A/k = 12 K and T = 7.6 K, 1 − T/T_C = 0.05, so x² = 0.525 and m = (7.6/12)(0.725) = 0.459. The full self-consistent value is 0.447; the leading-order estimate is about 3% above it.

**General direction in the cubic system**

Let the dipole field be x**n**, with **n** a unit vector, and let the quadrupole fields be y_i. Define

Q_n = 3(**n**·**S**)² − 2 = Σ d_iQ_i.

Rotation preserves Tr Q_n² = 6, so Σd_i² = 1. The cubic term of ln Z linear in y_i is (x²/2)(1/3)Tr[(**n**·**S**)²Q_i]y_i; the three operator orderings agree because a trace is cyclic. Since (**n**·**S**)² = 2/3 + Q_n/3, the trace is 2d_i and the term is x²d_iy_i/3. For positive couplings, eliminating each y_i as before gives

c4 = (1/36)[1 − w₃·3r₃/(1 − 3r₃) − w₅·3r₅/(1 − 3r₅)],

where r₃ = B3/A, r₅ = B5/A, both below 1/3. The weights follow from d₁ = (3n_z² − 1)/2 and d₂ = (√3/2)(n_x² − n_y²):

w₃ = d₁² + d₂² = (3Σn_a⁴ − 1)/2, w₅ = 1 − w₃.

Thus w₃ = 1 along ⟨100⟩ and 0 along ⟨111⟩. Because 3r/(1 − 3r) increases with r, the larger coupling selects the axis: ⟨100⟩ for B3 > B5, ⟨111⟩ for B5 > B3. On that axis c4 depends on the larger coupling alone, and the condition r = 1/6 is unchanged. The formula was tested against numerical free energies in four directions for two pairs of couplings.

**Can a jump come earlier?**

A positive quartic term does not exclude a distant minimum. We must show that at T_C = 2A/3 every ordered state has F > 0 when r ≤ 1/6.

First replace both quadrupolar couplings by b = A/6. This cannot lower E, so it cannot raise F. The problem is now isotropic, and z may be taken along m, or along any axis if m = 0.

Next remove the off-diagonal part X of ρ in the S_z basis. The diagonal part ρ_d fixes m and q, so X contains only the other four quadrupoles, Q_⊥. The operators 1/√3, S_a/√2 and Q_i/√6 form an orthonormal basis of 3×3 Hermitian matrices, hence

Tr ρ² = 1/3 + m²/2 + |Q|²/6, Tr X² = |Q_⊥|²/6.

To find the entropy cost of X, set ρ_s = ρ_d + sX and φ(s) = Tr ρ_s ln ρ_s. Then φ′(0) = Tr X ln ρ_d = 0, because X has no diagonal elements. Differentiating ln ρ = ∫₀^∞ [1/(1+u) − (ρ+u)⁻¹]du gives, in the eigenbasis of ρ_s with eigenvalues λ_i,

φ″ = Σ_ij |X_ij|² ∫₀^∞ du/[(λ_i+u)(λ_j+u)].

For i ≠ j the denominator is at most [(λ_i+λ_j)/2 + u]², so the integral is at least 2/(λ_i+λ_j) ≥ 2. The diagonal terms give ΣX_ii²/λ_i ≥ (Σ|X_ii|)², by the Cauchy inequality with Σλ_i = 1. Since Tr X = 0, the positive and negative X_ii each sum to P in magnitude. Thus (Σ|X_ii|)² = 4P², while ΣX_ii² ≤ 2P². Altogether φ″ ≥ 2Tr X², and integrating twice,

D(ρ) − D(ρ_d) ≥ Tr X² = |Q_⊥|²/6.

Singular ρ follow by continuity. At T_C the cost is at least A|Q_⊥|²/9, and the energy gain is b|Q_⊥|²/2 = A|Q_⊥|²/12. Removing X therefore lowers F unless X = 0.

Diagonal states remain. Their lowest F occurs with all weights nonzero, since the entropy has infinite slope where a weight vanishes. The minimum is thus self-consistent, with x = 3m/2 and y = q/4. Suppose m ≠ 0; we may take x > 0. With w = e⁻³ʸ,

m = 2 sinh x/(2 cosh x + w) = 2x/3,

so w = W(x) = 3 sinh x/x − 2 cosh x. Also

q = 1 − 3w/(2 cosh x + w) = 1 − Wx/sinh x = 2(x coth x − 1).

Since −ln w = 3y = 3q/4, a solution needs

−ln W = (3/2)(x coth x − 1).

In the series of W the coefficient of x²ⁿ is (1 − 4n)/(2n+1)!, so W ≤ 1 − x²/2. A solution also needs W = e⁻³ʸ > 0, and then −ln W > x²/2. On the right, x coth x ≤ 1 + x²/3. To see this, multiply by sinh x and compare coefficients of x²ⁿ⁺¹; after multiplication by (2n+1)!, the right side exceeds the left by 4n(n−1)/3 ≥ 0. The right side of the condition is thus at most x²/2, and there is no solution.

If m = 0, then p₀ = (1−q)/3 and

d²D/dq² = (1/9)[1/p₀ + 1/(1−p₀)] ≥ 4/9.

Hence D ≥ 2q²/9. With T_C = 4b, T_C D ≥ 8bq²/9, which exceeds the gain bq²/2 unless q = 0.

Disorder is therefore the unique minimum at T_C, and at higher T, where T D is larger. Below T_C the negative x² coefficient makes it unstable. The set of density matrices is closed and bounded and F is continuous, so the minimizing state tends to disorder as T rises to T_C: the transition is continuous. Small quadrupoles alone gain nothing there because T_C > 2B, so the order is magnetic.

A search over all density matrices at r = 1/6 with equal couplings agrees. At field norm 0.2 the best E/(D T_C) is 0.999925; at norm 1.5 it is 0.938. The field here is the coefficient vector of the eight operators in ln ρ.

**The purely quadrupolar limit**

Now let B > 0 be arbitrary. Since neither coupling exceeds B, the purity relation gives

E ≤ (A/2)m² + (B/2)|Q|² = 3B(Tr ρ² − 1/3) + (A − 3B)m²/2.

The first term depends on the eigenvalues of ρ alone. Keeping only this term gives the mean-field three-state Potts problem. Its stationary points obey ln λ_i − (6B/T)λ_i = constant. The left side is a concave function of λ_i and takes any value at most twice, so two eigenvalues coincide:

λ = ((1+2s)/3, (1−s)/3, (1−s)/3), −1/2 ≤ s ≤ 1.

Then Σλ_i² − 1/3 = 2s²/3, the energy gain is 2Bs², and

dD/ds = (2/3) ln[(1+2s)/(1−s)].

Try T_Q = 3B/(2 ln 2). There

F/T_Q = D − (4 ln 2/3)s².

With s = 1/4 + t, its derivative is (2/3)h(t), where

h(t) = ln[(3/4+t)/(3/4−t)] − 4t ln 2.

This function is odd and is strictly convex for t > 0. It vanishes at t = 0 and t = ±1/4 and nowhere else, being negative for 0 < t < 1/4 and positive beyond. F therefore has minima at s = 0 and s = 1/2. They are equally deep, because the integral of an odd function from −1/4 to 1/4 is zero. T_Q is the first-order transition of the Potts problem.

A real quadrupolar state attains this free energy. Give the large eigenvalue to the state with zero spin projection on the selected axis, ⟨100⟩ for Γ3 or ⟨111⟩ for Γ5. Then m = 0, the axial quadrupole is q = −2s, and the gain is Bq²/2 = 2Bs². At T_Q the quadrupole jumps to q = −1.

**Comparing the two orders**

Let A < 3B. For a state with m ≠ 0, the term (A − 3B)m²/2 is negative. Its free energy therefore lies above the Potts value for its eigenvalues, and so above the minimum of the Potts problem. That minimum has two equal eigenvalues and is attained by a state with m = 0, as shown above. This holds at every temperature, so no magnetic state is ever the equilibrium state. The ion orders quadrupolarly at T_Q and acquires no moment on further cooling.

An independent check is available at zero temperature. In the quadrupolar ground state q = −2, and the field Hamiltonian −BqQ₁ = 2BQ₁ gives energy −4B to |0⟩ and 2B to |±1⟩. The gap is 6B. The transverse matrix elements satisfy Σ|⟨±1|S_x|0⟩|² = 1, so the Van Vleck susceptibility is 2/(6B) = 1/(3B). A moment grows spontaneously if A/(3B) > 1, which is again the condition A > 3B.

Now let A > 3B. Keep the eigenvalues (2/3, 1/6, 1/6), but give the large one to the state with spin projection +1 on the selected axis. Then m = 1/2 and q = 1/2, the bound on E is an equality, and at T_Q

F = −(A − 3B)/8 < 0.

Order thus exists above T_Q. There a nontrivial state with m = 0 has F > 0, by the Potts result, so this order is magnetic.

For 1/6 < r < 1/3 it sets in discontinuously. The negative c4 on the selected axis shows that F is already negative somewhere at T_C, so the transition temperature T₁ exceeds 2A/3. It also exceeds T_Q, hence 2B. Near disorder D ≈ (3/2)Tr(ρ − 1/3)² = 3m²/4 + |Q|²/4, so E/D cannot exceed the larger of 2A/3 and 2B in the limit of weak order. At T₁ the competing state therefore lies a finite distance away.

At r = 1/3 the magnetic and quadrupolar states tie, with

T/T_C = 3/(4 ln 2) = 1.082.

Equating T_Q with the continuous value T_C would instead give r = 4 ln 2/9 ≈ 0.308. That estimate is too small because the magnetic transition has already moved above T_C.

**Following the first-order line**

For intermediate r the transition is found by maximizing E/D numerically. Jumps are values in the ordered state at T₁:

r = 0.18: T₁/T_C = 1.0009, m = 0.236, q = 0.0845
r = 0.20: T₁/T_C = 1.0049, m = 0.347, q = 0.187
r = 0.25: T₁/T_C = 1.0256, m = 0.466, q = 0.359
r = 0.30: T₁/T_C = 1.0567, m = 0.502, q = 0.459
r = 1/3: T₁/T_C = 1.0820, m = 0.500, q = 0.500

These values assume that dipole and quadrupole share one axis. An unrestricted search confirmed this at four pairs of couplings with r from 0.20 to 0.30. The shift of temperature is small near the tricritical ratio, while the moment jump is already sizeable: at r = 0.18 it is 0.236 for a shift below 0.1%. The jump in m is not monotonic; it slightly exceeds 1/2 at r = 0.30 before reaching the value 1/2 derived for r = 1/3. The last row is the limit from below: at r = 1/3 exactly the term (A − 3B)m²/2 vanishes, and states with the same eigenvalues and any moment from 0 to 1/2 share the same free energy.

**Three choices of coupling**

Take round model parameters A/k = 12 K and B5/A = 0.05, so T_C = 2(12 K)/3 = 8 K, or kT_C = 0.689 meV. The Γ3 coupling is the larger throughout.

For B3/A = 0.10 the transition is continuous at 8 K. The moment is 0.447 at 7.6 K and 0.971 at 4 K.

For B3/A = 0.25, B3/k = 3 K. The moment jumps to 0.466 and the quadrupole to 0.359, with an entropy change of 0.1822k per ion. The condition T₁ = E/D reads

T₁ = [12(0.466)² + 3(0.359)²] K/(2 × 0.1822) ≈ 8.2 K.

The unrounded result is 8.205 K, or kT₁ = 0.707 meV, with latent heat 12.4 J/mol. A cooling run seeded with an infinitesimal moment would stay disordered down to 8 K.

For B3/A = 0.40, B3/k = 4.8 K and

T_Q = 3(4.8 K)/(2 ln 2) = 10.39 K,

or kT_Q = 0.895 meV. The quadrupole jumps to magnitude 1. By the weak-order estimate above, disorder stays locally stable down to 2B/k = 9.6 K, so a run that is to find T_Q needs a large quadrupolar seed with q < 0. The entropy change is Bq²/(2T_Q) = 2.4/10.39 = 0.231 in units of k, and the latent heat is 20.0 J/mol. At 8 K, below which the dipolar coupling alone would produce magnetism, |Q| is 1.77 and the moment vanishes within the numerical tolerance. The moment also vanishes at 4 K and 1 K.

**Triplets from a larger J**

For an isolated triplet of larger J, projection gives **J** → g**S**, while the Γ3 and Γ5 quadrupoles built from **J** become c₃Q and c₅Q. If A_J, G3 and G5 are the couplings between the original operators,

A = g²A_J, B3 = c₃²G3, B5 = c₅²G5.

The signs of c₃ and c₅ drop out. If Γ3 dominates after projection, the tricritical ratio is G3/A_J = g²/(6c₃²); for Γ5 replace c₃ by c₅. The upper boundary is twice as large.

J = 4 has two cubic triplets. One has g = 5/2, c₃ = 4 and c₅ = 13/2, which gives 6.25/96 = 0.065 for Γ3 and 0.025 for Γ5. The other has g = 1/2, c₃ = −14 and c₅ = −7/2, which gives 0.00021 and 0.0034. Part of this smallness is the size of the J = 4 operators: Tr Q₁²/Tr J_z² is 2772/60 = 46.2, against 3 for J = 1. Multiplied by 46.2/3 = 15.4, the four ratios become 1.00, 0.38, 0.0033 and 0.052, to be compared with 1/6. Only in the second triplet, where a small dipole matrix element meets large quadrupole ones, does a weak bare coupling change the order of the transition. "Weak" must therefore be judged after projection.

**Where the boundaries apply**

The proof concerns mean-field theory with uniform order. It also covers staggered dipoles with uniform quadrupoles on a bipartite lattice: time reversal on one sublattice flips S, leaves Q unchanged, and maps the problem onto the uniform one, with A the staggered coupling sum. Staggered quadrupoles are not covered.

Elastic strain can be included if it is uniform, harmonic and coupled linearly to a quadrupole. Minimizing −γεQ + Cε²/2 over the strain ε gives ε = γQ/C and energy −γ²Q²/(2C), so the coupling B of that symmetry increases by γ²/C. A lattice free to distort may therefore cross a boundary that a clamped one does not. Strain that changes the coupling constants is not covered: if A becomes A(1 + κε), the same minimization gives −A²κ²m⁴/(8C), which lowers the quartic coefficient and moves the tricritical ratio below 1/6.

The triplet must be isolated: its distance from other crystal-field levels must be large compared with both temperature and molecular fields. Octupolar interactions for larger J change A, and hence the ratios of bare couplings, but not the boundaries in r: within an isolated cubic triplet every octupole is either proportional to **S** or zero. Admixture of other levels and fluctuations can shift the boundaries themselves. The ratios 1/6 and 1/3 should then serve to choose the competing starting states, whose free energies are to be compared in the fuller model. The numerical output follows below.

Table of computed values

```
Dipole coupling A/k = 12.0 K, B5/A = 0.05
Continuous limit T_C = 8.0000 K
k T_C = 0.6894 meV
Tricritical ratio 1/6 = 0.166667
Quartic coefficient found there = 3.2e-06
Magnetic/quadrupolar boundary ratio 1/3 = 0.333333
At r=1/6, best E/(D k T_C) at fixed field norm:
  norm 0.2: 0.999925
  norm 0.6: 0.995179
  norm 1.5: 0.938038
  norm 3.0: 0.874862
  norm 6.0: 0.864691
First-order magnetic line: r, T1/T_C, jump m, jump q
  0.1800  1.000863  0.2359  0.0845
  0.2000  1.004930  0.3474  0.1869
  0.2500  1.025577  0.4657  0.3590
  0.3000  1.056703  0.5016  0.4590
  0.3333  1.082021  0.5000  0.5000
Case 1: B3/A = 0.10, B3/k = 1.20 K
  quartic coefficient c4 = 0.015873
  |m| at 7.6 K = 0.4474
  |m| at 6.0 K = 0.8275
  |m| at 4.0 K = 0.9714
Case 2: B3/A = 0.25, B3/k = 3.00 K
  T1 = 8.2046 K = 0.7070 meV/k
  jump |m| = 0.466, |Q| = 0.359
  entropy jump = 0.1822 k per ion
  latent heat = 12.427 J/mol
Case 3: B3/A = 0.40, B3/k = 4.80 K
  T_Q = 10.3874 K = 0.8951 meV/k
  jump |Q| = 1.000
  entropy jump = 0.2310 k per ion
  latent heat = 19.955 J/mol
  8.0 K: |Q| = 1.7715, |m| below 1e-5: True
  4.0 K: |Q| = 1.9955, |m| below 1e-5: True
  1.0 K: |Q| = 2.0000, |m| below 1e-5: True
J=4 triplets: g, c3, c5; bare ratios at r=1/6 (G3, G5)
  2.500 4.000 6.500; 0.065104 0.024655
  0.500 -14.000 -3.500; 0.000213 0.003401
```
